Riccati Solver for the Usadel Equation in a Long Diffusive Junction

**1. What fixes the form of the answer**

A diffusive normal wire of length L, diffusion constant D and normal resistance R joins two superconducting banks with gap Δ and phase difference φ. Let Δ be far above every energy that matters in the wire, let T = 0, and let the contacts be transparent. Then ħ, D and L remain, and they form one energy,

E_Th = ħD/L².

The minigap, the energy below which the wire has no states, must therefore be a number times E_Th at φ = 0. The current is a conductance times an energy divided by e, so eI_cR is another number times E_Th. This note computes both: 3.12 for the minigap and 10.83 for eI_cR. The computed 10.8275 lies 0.07 % above 10.82, the reference value used in the program's check.

Mirror symmetry halves the work. Reflecting the wire exchanges the phases −φ/2 and +φ/2 of the banks, which is also what exchanging the two anomalous functions does. One unknown function suffices.

**2. From the matrix equation to the Riccati equation**

Let s = x/L run from −1/2 to 1/2, let a prime mean d/ds, and let w = ω/E_Th, with ω = (2n+1)πkT > 0 the Matsubara energy. Without pairing interaction, pair breaking or magnetic field in the wire, the Usadel equation is

(ĝĝ′)′ = w[τ₃, ĝ],  ĝ² = 1,

where ĝ has rows (g, f) and (f̃, −g). Its components are

(gf′ − fg′)′ = 2wf,
(gf̃′ − f̃g′)′ = 2wf̃,
(gg′ + ff̃′)′ = 0.

Since g² + ff̃ = 1, gg′ = −(ff̃)′/2. The last line thus says that K = (ff̃′ − f̃f′)/2 is constant along the wire.

With Q = 1 + γγ̃, set

g = (1 − γγ̃)/Q = 2/Q − 1,  f = 2γ/Q,  f̃ = 2γ̃/Q.

The normalization holds because (1 − γγ̃)² + 4γγ̃ = Q². Using f′ = 2γ′/Q − 2γQ′/Q² and g′ = −2Q′/Q²,

P ≡ gf′ − fg′ = (2/Q²)[2γ′ − Qγ′ + γQ′] = 2(γ′ + γ²γ̃′)/Q²,

where Q′ = γ′γ̃ + γγ̃′ was inserted. In K the terms with Q′ cancel:

K = 2(γγ̃′ − γ̃γ′)/Q².

Subtracting γK from P removes γ̃′:

P − γK = 2γ′(1 + γγ̃)/Q² = 2γ′/Q.

Differentiate, with P′ = 2wf = 4wγ/Q and K′ = 0:

2γ″/Q − 2γ′Q′/Q² = 4wγ/Q − γ′K.

Multiplication by Q/2 gives

γ″ = 2wγ + (γ′/Q)[Q′ − γγ̃′ + γ̃γ′],

and the bracket equals 2γ̃γ′. The equation to solve is

γ″ = 2γ̃γ′²/(1 + γγ̃) + 2wγ,

with a second one in which γ and γ̃ are exchanged.

**3. Boundary values and symmetry**

The banks are taken as rigid: they keep their bulk functions up to the contact. There g = ω/√(ω²+Δ²) and |f| = Δ/√(ω²+Δ²). Since γ = f/(1+g),

γ(±1/2) = a e^{±iφ/2},  a = Δ/(ω + √(ω²+Δ²)),

and γ̃ carries the opposite phases. In the long-junction limit a = 1.

The function γ(−s) obeys the equation for γ̃, because reflection leaves γ″ and γ′² unchanged, and it has the boundary values of γ̃. On the branch followed here,

γ̃(s) = γ(−s).

For real w, complex conjugation gives γ̃ = γ* by the same reasoning. Hence Q = 1 + |γ|² ≥ 1, and the denominator cannot vanish on the Matsubara axis.

**4. The current and its prefactor**

Write f = sinθ e^{iχ} and f̃ = sinθ e^{−iχ}. Then K = −i sin²θ χ′, and the real spectral current is

j = iK = sin²θ χ′ = 2(γ̃γ′ − γγ̃′)/(iQ²).

The total current has the form eRI = C kT Σ_{ω>0} j. A short junction at small φ fixes C. There γ ≈ a e^{iφs}, so j = φΔ²/(ω²+Δ²). At T = 0 the Matsubara spacing 2πkT turns the sum into an integral:

eRI = (C/2π) ∫₀^∞ dω φΔ²/(ω²+Δ²) = (C/2π)(πΔφ/2).

Andreev levels give the same current independently. A channel of transmission p has a level at Δ√(1 − p sin²(φ/2)). With ground-state energy minus the sum of the levels, and I = (2e/ħ)dE/dφ,

I = (eΔ/2ħ) Σ p sinφ/√(1 − p sin²(φ/2)).

At small φ this is (eΔφ/2ħ)Σp. The Landauer formula 1/R = (2e²/h)Σp makes it eRI = πΔφ/2. Hence C = 2π and

eRI = 2πkT Σ_{ω>0} j → E_Th ∫₀^∞ j dw at T = 0.

The same limit can be read at large phase. In a diffusive wire the transmissions are distributed as 1/(p√(1−p)). Normalizing this to the resistance and putting p = 1 − y² gives

eRI = (π/2)Δ sinφ ∫₀¹ dy/√(cos²(φ/2) + y² sin²(φ/2))
 = πΔ cos(φ/2) arsinh(tan(φ/2)).

For φ = 2 this is 2.081Δ. The Riccati solver, run at Δ = 0.001 E_Th, gives 2.079Δ.

**5. Discretization and Newton step**

Use the M + 1 Chebyshev points s_k = −½cos(πk/M), with M = 48. Set c_k = (−1)^k, doubled at the two ends. The differentiation matrix is

D_kl = (c_k/c_l)/(s_k − s_l) for k ≠ l,
D_kk = −Σ_{l≠k} D_kl,

and the second derivative is D². The points cluster at the contacts, where boundary layers form. The grid is symmetric, so γ̃ is the vector γ in reverse order.

The residual is F = γ″ − 2γ̃γ′²/Q − 2wγ. Its partial derivatives are

∂F/∂γ′ = −4γ̃γ′/Q,
∂F/∂γ = 2γ̃²γ′²/Q² − 2w,
∂F/∂γ̃ = −2γ′²/Q + 2γγ̃γ′²/Q² = −2γ′²/Q².

The last one belongs in column M − k of row k. It is the mirror term that links the two halves of the wire.

At w = 0 and a = 1 a solution is known: γ = e^{iφs}. Then γ″ = −φ²γ, while the right side is 2γ*(−φ²γ²)/2 = −φ²γ. It carries j = φ. Larger w is reached by continuation in κ = √(2w), the inverse decay length in units of 1/L.

```
function SOLVE(w, φ, guess):
    γ ← guess, rescaled to the new a
    set γ at both ends
    repeat at most 60 times:
        γ̃ ← reverse(γ);  γ′ ← Dγ
        F ← D²γ − 2γ̃γ′²/Q − 2wγ
        A ← D² + diag(∂F/∂γ′) D + diag(∂F/∂γ)
        add ∂F/∂γ̃ at the mirror columns of A
        solve A δ = F on the interior points
        γ ← γ − δ · min(1, 0.5/max|δ|)
        if max|δ| < 1e-8: return γ
    report failure

function CURRENT(φ):
    γ ← e^{iφs};  sum ← 0
    for each node κ with weight v, ascending:
        γ ← SOLVE(κ²/2, φ, γ)
        sum ← sum + v κ j(s=0)
    return sum
```

For w = 5 and φ = 2, started directly from e^{iφs}, the largest entries of δ before damping are 0.77, 0.28, 0.021, 2.2×10⁻⁴, 1.0×10⁻⁸ and 1.8×10⁻¹⁴. The third to fifth show the quadratic convergence expected of an exact Jacobian; the last is at rounding level.

**6. Frequency integral, tail and cost**

With w = κ²/2 and dw = κdκ, the integral becomes ∫κ j dκ. It is done with 44 Gauss–Legendre nodes on 0 < κ < 24. The cut-off follows from the behaviour at large κ.

Near one contact with real f, P = θ′, so θ″ = κ² sinθ. Multiplying by θ′ and integrating from the wire's interior, where θ and θ′ vanish, gives θ′² = 4κ² sin²(θ/2). The decaying root satisfies

d ln tan(θ/4)/ds = θ′/(2 sin(θ/2)) = −κ.

Starting from θ = π/2, with tan(π/8) = √2 − 1, the function far from the contact is θ ≈ 4(√2−1)e^{−κd}, at distance d in units of L. Mid-wire both tails are small and add:

f ≈ A[e^{−κs−iφ/2} + e^{κs+iφ/2}],  A = 4(√2−1)e^{−κ/2}.

In Im(f*f′) the cross terms give κA²(e^{iφ} − e^{−iφ}), whose imaginary part is 2κA² sinφ. Therefore

j ≈ 32(3−2√2) κ e^{−κ} sinφ.

At κ = 12 and φ = 1 this gives 3.4063×10⁻⁴, and the full solution gives 3.4061×10⁻⁴. Integrating κ times the law beyond κ = 24 leaves about 10⁻⁷ E_Th.

A Newton step solves a dense complex system of m = M − 1 = 47 unknowns. Elimination takes about m³/3 ≈ 3.5×10⁴ complex multiply–add pairs. One phase costs this times 44 nodes times the Newton steps per node. Memory grows as m².

**7. Critical current**

A bounded one-dimensional search over φ finds the maximum

eI_cR = 10.8275 E_Th at φ = 1.997 = 0.636π.

With 33 grid points instead of 49, and the phase and frequency nodes held fixed, the value is 10.82752 instead of 10.82753. The current is skewed towards large phase:

φ = 0.25π: eRI = 5.95 E_Th
φ = 0.50π: eRI = 10.09 E_Th
φ = 0.75π: eRI = 10.17 E_Th
φ = 0.90π: eRI = 6.56 E_Th

At the phase of the maximum, j falls from 1.83 at w = 1 to 0.73 at w = 5 and 0.057 at w = 20. The current thus comes from energies of several E_Th.

Replacing the integral by the Matsubara sum at kT = 0.1 E_Th, at the same phase, again gives 10.82753. The reason is a symmetry. For a = 1, the change g → −g with w → −w preserves the equations, the boundary values and j, and it maps the w = 0 solution onto itself. So j continues through w = 0 as an even function. Its odd derivatives vanish there, and with them every power-law correction in T that the Euler–Maclaurin formula would give.

**8. Minigap**

The retarded function follows from w → −iε, where ε is the real energy in units of E_Th. At φ = 0, θ″ = 2w sinθ becomes θ″ = −2iε sinθ. Put θ = π/2 + iu with real u. Then sinθ = cosh u and

u″ = −2ε cosh u,  u(±1/2) = 0.

Here g = cosθ = −i sinh u is imaginary, so the density of states, Re g relative to the normal metal, is zero. As long as a real u exists, the wire is gapped.

Let u₀ be the value at the centre, where u′ = 0. Multiplying by u′ and integrating gives u′² = 4ε(sinh u₀ − sinh u). Half the wire has length 1/2, hence

√ε = ∫₀^{u₀} du/√(sinh u₀ − sinh u).

The substitution u = u₀(1−y²) removes the endpoint singularity. The right side has a maximum as a function of u₀. Gauss quadrature and a one-dimensional search place it at u₀ = 1.421, where

E_g = 3.1216 E_Th.

Below E_g there are two real solutions, and the physical one connects to u = 0 at ε = 0. The two merge at E_g. Near this fold, ε ≈ E_g − b(u₀ − u*)² with b > 0 and u* = 1.421. Above it u₀ is complex, and Re g grows as √(ε − E_g).

The Riccati solver can find the edge without this integral. Start at w = 4, rotate w in the complex plane to −4i, and lower ε towards the edge. Evaluate y = (Re g)² mid-wire at six energies between 2 % and 10 % above a first estimate of the edge. Fit ε as a fifth-degree polynomial in y and read it at y = 0. The result is 3.12155 E_Th, against 3.12162 E_Th from the integral. The mid-wire density is 0.51 at ε = 3.184, and zero to rounding at ε = 3.0.

**9. Stability and failure modes**

At the fold the Jacobian is singular, because two solutions coincide. Newton's method should approach the edge by small energy steps and extrapolate, not iterate on it. Below the edge two real solutions exist. To follow the physical one, continue upward from ε = 0 in small steps.

At φ = π and w = 0 the starting solution is not unique: ĝ then joins two opposite points of a sphere, and many shortest paths exist. Near π the spectral current falls steeply at small κ: at φ = 0.98π it drops from 3.08 at κ = 0 to 0.88 at κ = 1. The frequency nodes must be dense enough there to resolve this.

At large κ the boundary layer has width 1/κ, and M must grow if the cut-off is raised. At high temperature successive Matsubara energies are far apart in κ, so intermediate solves with steps below 1 keep the guess close.

**10. A copper wire between niobium banks**

Take rough typical values: L = 800 nm, width 200 nm, thickness 50 nm, D = 150 cm²/s, Δ = 1.3 meV. Then

E_Th = 6.582×10⁻¹⁶ eV s × 150 cm²/s / (8×10⁻⁵ cm)² = 15.43 μeV,

or 0.179 K, and Δ/E_Th = 84. Free electrons of density n_e = 8.5×10²² cm⁻³ have Fermi energy E_F = 7.05 eV and density of states ν = 3n_e/(2E_F). The Einstein relation σ = e²νD gives 4.35×10⁷ S/m, so R = 1.84 Ω. In the ideal limit

E_g = 3.12 × 15.43 μeV = 48.2 μeV,
I_c = 10.83 × 15.43 μV / 1.84 Ω = 90.8 μA.

Keeping Δ finite in the rigid boundary values lowers the minigap by 3 %, to 3.03 E_Th, and eI_cR by 9 %, to 9.86 E_Th or 82.7 μA. The ratio 84 is thus not yet the long limit for the current. With the same finite Δ and still rigid banks, I_c is 81.9 μA at 0.1 K, 65.6 μA at 0.3 K and 19.1 μA at 1 K.

The 1 K value, 2.27 E_Th, can be read from the tail law. With finite Δ the starting angle is θ_S = arctan(Δ/ω), and tan²(θ_S/4) replaces 3 − 2√2. Here 2πkT = 35.1 E_Th, so the first Matsubara energy has κ = √35.1 = 5.92 and tan²(θ_S/4) = 0.126. It contributes

35.1 × 32 × 0.126 × 5.92 × e^{−5.92} ≈ 2.25,

and the second adds 0.027.

Real banks are not rigid, and for the minigap this matters more than the finite Δ. At low energy a deviation δ from θ = π/2 in the bank obeys ħD_S δ″ = 2Δδ, with derivatives in x. It decays over ξ_S = √(ħD_S/2Δ) = 11.3 nm for a rough D_S = 5 cm²/s. Matching the matrix current at the contact gives rθ′ = δ at the left end, with r = σρ_Sξ_S/L. For a rough bank resistivity ρ_S = 15 μΩ cm, r = 0.092. A contact of resistance rR obeys rθ′ = sin(θ − π/2), the same law at small δ. In the gap this reads ru′ = sinh u at the left end. Solving the fold problem with this condition, at infinite Δ/E_Th, gives 2.28 E_Th, which is 27 % below the ideal value. The bank's own nonlinear law, ru′ = 2 sinh(u/2), gives 2.27 E_Th, and 2.22 E_Th with the finite Δ. The estimate assumes a bank with the same cross-section as the wire; a wider one is disturbed less. It also holds Δ at its bulk value up to the contact. For this pair of metals a self-consistent Δ falls to about a third of the bulk value at the contact, which raises the effective r to about 0.12 and lowers the minigap to about 2.1 E_Th.

The critical current suffers even more. At 1 K the wire obeys θ′ = −2κ sin(θ/2) at the left contact, and the bank obeys rθ′ = −2 sin((θ_S−θ)/2). Equating the two slopes lowers the contact angle θ, so that tan²(θ/4) is about 0.05 instead of 0.126. This reduces I_c from 19.1 μA to about 8 μA. At T = 0, the same bank gives about 53 μA instead of 82.7 μA. Both figures keep Δ fixed in the bank; with the self-consistent suppression of Δ near the contact the 1 K value drops further, to about 5 μA. The rigid-bank currents quoted above are therefore upper estimates for this wire, and so are the fixed-Δ ones for a bank of the wire's cross-section.

Three other neglected effects are expected to be smaller here. The mean free path 3D/v_F is 28.6 nm, or 0.036 L, so the diffusive description is reasonable. If a rough phase-coherence length of 3 μm were due entirely to a pair-breaking process such as spin-flip scattering, the pair-breaking energy would be of order (0.8/3)² E_Th = 0.07 E_Th, small against the minigap. The self-field flux, estimated as μ₀I_cL/2π, is 0.007 flux quanta. For wires like this one, contact quality and bank stiffness must therefore be known before a measured minigap is compared with 3.12 E_Th, or a measured eI_cR with 10.83 E_Th.
